\section*{Gradient coefficient of a ferroelectric from its domain-wall energy and width}

\section*{The problem}

A ferroelectric crystal contains a flat $180^\circ$ wall with normal $x$. The polarization $P(x)$ points along $z$, in the plane of the wall, and goes from $-P_0$ to $+P_0$. Since it has no component along $x$ and depends on $x$ alone, its divergence vanishes: the wall carries no bound charge and no depolarizing field. The free energy per volume is
\begin{equation}
f=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+\frac g2\left(\frac{dP}{dx}\right)^2,\qquad \alpha<0,\quad \beta,g>0 .
\end{equation}
The wall energy per area, measured from the uniform domains, is $\sigma=0.132$ J/m$^2$. The domain polarization is $P_0=0.75$ C/m$^2$. A fit of the profile to $P_0\tanh(x/\delta)$ gives the half-width $\delta=0.40$ nm. All three values are taken to refer to one state of the crystal at one temperature.

\section*{Part (a): the profile}

\textbf{Question.} Find the profile of least energy, and show how its width depends on the coefficients.

\textbf{Answer.} In a domain $\alpha P_0+\beta P_0^3=0$, so $\alpha=-\beta P_0^2$. The uniform energy of a domain is then $-\beta P_0^4/4$. Subtracting it leaves the local excess
\begin{equation}
U=\frac{\beta}{4}\left(P^4-2P_0^2P^2+P_0^4\right)=W\left(1-\frac{P^2}{P_0^2}\right)^2,\qquad W=\frac{\beta P_0^4}{4}.
\end{equation}
Thus $W$ is the energy density at $P=0$ above that of a domain. Define $S(P)=\sqrt{2W}\,(1-P^2/P_0^2)$, so that $S^2=2U$. With $P'=dP/dx$, completing the square gives
\begin{equation}
\frac g2P'^2+U=\frac12\left(\sqrt g\,P'-S\right)^2+\sqrt g\,S\,P' .
\end{equation}
The last term is a total derivative. Its integral depends on the end values of $P$ but not on the path between them, so
\begin{equation}
\int_{-\infty}^{\infty}\left(\frac g2P'^2+U\right)dx\;\ge\;\sqrt g\int_{-P_0}^{P_0}S\,dP .
\end{equation}
The bound is reached when the square vanishes everywhere, that is, when $\sqrt g\,P'=S$. With $p=P/P_0$ this reads
\begin{equation}
\frac{dp}{1-p^2}=\frac{dx}{\delta},\qquad \delta=P_0\sqrt{\frac{g}{2W}} .
\end{equation}
The left side integrates to $\operatorname{artanh}p$. Placing the wall centre at $x=0$ gives $P=P_0\tanh(x/\delta)$, so the fitted width is the $\delta$ of the model. A stiffer gradient term widens the wall, and a higher barrier narrows it.

\section*{Part (b): the gradient coefficient}

\textbf{Question.} Find $g$ from the data. State its uncertainty from rounding, and its dependence on the conventions for width and gradient energy.

\textbf{Answer.} The minimum energy is
\begin{equation}
\sigma=\sqrt{2gW}\int_{-P_0}^{P_0}\left(1-\frac{P^2}{P_0^2}\right)dP
=\sqrt{2gW}\left(2P_0-\frac{2P_0}{3}\right)=\frac{4P_0}{3}\sqrt{2gW}.
\end{equation}
The width relation gives $\sqrt{2W}=P_0\sqrt g/\delta$, hence $\sqrt{2gW}=gP_0/\delta$, and
\begin{equation}
\sigma=\frac{4gP_0^2}{3\delta}\quad\Longrightarrow\quad g=\frac{3\sigma\delta}{4P_0^2}.
\end{equation}
With the data,
\begin{equation}
g=\frac{3(0.132)(0.40\times10^{-9})}{4(0.75)^2}
=\frac{1.584\times10^{-10}}{2.25}=7.04\times10^{-11}\ \mathrm{J\,m^3/C^2}.
\end{equation}
The units follow from (J/m$^2$)(m)/(C/m$^2$)$^2$. In microscopic units $g=0.0113$ eV nm$^3/e^2$.

Half a unit in the last digit of each input allows $g$ to lie between $6.83$ and $7.25$ in units of $10^{-11}$ J m$^3$/C$^2$. The data therefore support about $7.0\times10^{-11}$, with no third digit.

If 0.40 nm were the full width $2\delta$, the half-width would be 0.20 nm and $g$ would be $3.52\times10^{-11}$ J m$^3$/C$^2$. If instead the gradient energy were written $GP'^2$, without the factor $1/2$, the same wall would have $G=g/2$. The first case is a different physical wall; the second is a different name for the same stiffness. The 10--90\,\% rise width is a third measure. It runs from $p=-0.8$ to $p=0.8$ and equals $2\delta\operatorname{artanh}0.8=0.879$ nm.

The balance that fixes the width can be seen by trying $P_0\tanh(x/w)$ with $g$ and $W$ held fixed. Since $\int\operatorname{sech}^4(x/w)\,dx=4w/3$, the gradient part is $2gP_0^2/(3w)=\sigma\delta/(2w)$. The local part is $4Ww/3$, which with $W=gP_0^2/(2\delta^2)$ equals $\sigma w/(2\delta)$. Therefore
\begin{equation}
E(w)=\frac{\sigma}{2}\left(\frac{\delta}{w}+\frac{w}{\delta}\right).
\end{equation}
At $w=\delta$ the two parts are equal. Halving or doubling the width raises the energy by the same factor, $5/4$, to 0.165 J/m$^2$. A direct numerical solution of the second-order equation for the wall, started from a linear ramp, returns 0.132 J/m$^2$, 0.400 nm and equal energy shares.

\section*{Part (c): the local coefficients}

\textbf{Question.} Find $W$, $\alpha$, $\beta$ and the small-signal susceptibility along $P$ in a domain.

\textbf{Answer.} Inserting $g$ into $W=gP_0^2/(2\delta^2)$ gives
\begin{equation}
W=\frac{3\sigma}{8\delta}=\frac{0.396}{3.2\times10^{-9}}=1.24\times10^{8}\ \mathrm{J/m^3}.
\end{equation}
The polarization has cancelled: energy and width alone fix the barrier. Then
\begin{align}
\beta&=\frac{4W}{P_0^4}=1.56\times10^{9}\ \mathrm{J\,m^5/C^4},\\
\alpha&=-\beta P_0^2=-\frac{4W}{P_0^2}=-8.80\times10^{8}\ \mathrm{J\,m/C^2}.
\end{align}
A small field $E$ along $z$ obeys $E=\alpha P+\beta P^3$ in a uniform domain. Differentiating at $P_0$ gives $dE/dP=\alpha+3\beta P_0^2=-2\alpha$. Since $\alpha=-4W/P_0^2=-2g/\delta^2$, this slope is $4g/\delta^2$, and
\begin{equation}
\chi=\frac{1}{\varepsilon_0}\frac{dP}{dE}=\frac{\delta^2}{4g\varepsilon_0}=64 .
\end{equation}
This offers a check on the quartic fit, provided the mechanical conditions match those found in part (f). It is sensitive to the shape of the local energy: with the sixth-order term of part (d) at $\kappa=0.6$, and the same $\sigma$, $P_0$ and central-slope width, $\chi$ falls to 42.

\section*{Part (d): a sixth-order term}

\textbf{Question.} Replace the local energy by $U=W(1-p^2)^2(1+\kappa p^2)$ with $\kappa\ge0$, and define $\delta$ by the central slope, $P'(0)=P_0/\delta$. How does the inferred $g$ change for $\kappa=0.6$, with $\sigma$, $P_0$ and $\delta$ held fixed?

\textbf{Answer.} Expanding,
\begin{equation}
\frac{U}{W}=1+(\kappa-2)p^2+(1-2\kappa)p^4+\kappa p^6 .
\end{equation}
For $\kappa>1/2$ the fourth-order coefficient is negative and the sixth-order one positive, the signs of a Landau energy with a first-order transition. For $\kappa>2$ the state $P=0$ becomes a local minimum. The chosen value lies just beyond the first threshold.

The argument of part (a) carries over with $S=\sqrt{2W}(1-p^2)\sqrt{1+\kappa p^2}$. At the centre $P'(0)=\sqrt{2W/g}$, so again $\sqrt{2gW}=gP_0/\delta$. The energy becomes
\begin{equation}
\sigma=\frac{gP_0^2}{\delta}I(\kappa),\qquad I(\kappa)=\int_{-1}^{1}(1-p^2)\sqrt{1+\kappa p^2}\,dp .
\end{equation}
For $\kappa=0$, $I=4/3$ and the quartic result returns. Numerically $I(0.6)=1.409$, so
\begin{equation}
g=\frac{\sigma\delta}{P_0^2I}=\frac{5.28\times10^{-11}}{0.5625\times1.409}=6.66\times10^{-11}\ \mathrm{J\,m^3/C^2}.
\end{equation}
This is 5.4\,\% below the quartic value. The change is downward because the factor $\sqrt{1+\kappa p^2}$ raises the energy of a wall of given central slope, so less stiffness is needed to account for the same $\sigma$. The profile is no longer a hyperbolic tangent, so the correction depends on how the width is measured. A least-squares tanh fit to this profile gives 0.943 times the central-slope half-width. If that fitted width is held at 0.40 nm instead, the two effects nearly cancel and $g$ changes by only $+0.4$\,\%. These figures hold for a fit over several half-widths; a fit restricted to $|x|\le\delta$ gives the ratio 0.964 and a change of $-1.8$\,\%.

\section*{Part (e): the crystal lattice}

\textbf{Question.} Let the polarization live on planes a distance $a$ apart, with $P'$ replaced by $(P_{i+1}-P_i)/a$ and the integral by a sum times $a$. Find the leading relative change of $\sigma$ at fixed $g$, $W$ and $P_0$. Is it a safe guide for $a=0.39$ nm?

\textbf{Answer.} About the midpoint of a bond, Taylor expansion gives
\begin{equation}
\left(\frac{P_{i+1}-P_i}{a}\right)^2=\left(P'+\frac{a^2}{24}P'''+\dots\right)^2=P'^2+\frac{a^2}{12}P'P'''+\dots
\end{equation}
For a smooth profile with flat ends, the Euler--Maclaurin end terms vanish, so replacing the sum by an integral adds no correction in powers of $a$. Integration by parts turns $\int P'P'''dx$ into $-\int P''^2dx$. The continuum profile makes the energy stationary, so its relaxation enters at order $a^4$. Hence
\begin{equation}
\Delta\sigma=-\frac{ga^2}{24}\int P''^2\,dx .
\end{equation}
With $t=\tanh(x/\delta)$, $P''=-(2P_0/\delta^2)\,t(1-t^2)$ and $dx=\delta\,dt/(1-t^2)$, so
\begin{equation}
\int P''^2dx=\frac{4P_0^2}{\delta^3}\int_{-1}^{1}t^2(1-t^2)\,dt=\frac{4P_0^2}{\delta^3}\left(\frac23-\frac25\right)=\frac{16P_0^2}{15\delta^3}.
\end{equation}
Dividing by $\sigma=4gP_0^2/(3\delta)$,
\begin{equation}
\frac{\Delta\sigma}{\sigma}=-\frac{1}{24}\cdot\frac{16}{15}\cdot\frac34\,\frac{a^2}{\delta^2}=-\frac{1}{30}\frac{a^2}{\delta^2}.
\end{equation}
For $a/\delta=0.975$ this is $-3.2$\,\%, which looks harmless. Numerical relaxation of the chain shows more. The energy shift is $-5.2$\,\% with the wall centred between two planes and $-2.4$\,\% with it centred on a plane. The difference, 3.8 mJ/m$^2$, is absent from the leading formula and shows that the lattice pins the wall, with the centre between planes preferred.

The width changes further still. A tanh fit to the lower-energy chain gives 0.329 nm, although $g$ and $W$ correspond to a continuum half-width of 0.40 nm. Someone who put this chain's own energy and fitted width into the continuum formula would find $g$ too small by the factor $0.948\times(0.329/0.40)=0.78$. That is an error of $-22$\,\% relative to the $g$ of the chain. The small energy shift is thus no safe guide to the error in $g$.

\section*{Part (f): elastic strain}

\textbf{Question.} The crystal stretches along $P$ when it polarizes. Does this spoil the inference of $g$? Use cubic stiffnesses $C_{11}$, $C_{12}$ and a spontaneous strain quadratic in $P$.

\textbf{Answer.} The strains in the wall plane must match those of the domains, or the material would tear. Inside the wall the spontaneous strain is smaller, so elastic strains remain:
\begin{equation}
e_y=q_\perp(P_0^2-P^2),\qquad e_z=q_\parallel(P_0^2-P^2).
\end{equation}
The normal strain is free to relax. The elastic energy density is
\begin{equation}
w=\frac{C_{11}}{2}(e_x^2+e_y^2+e_z^2)+C_{12}(e_xe_y+e_ye_z+e_ze_x),
\end{equation}
and $\partial w/\partial e_x=0$ gives $e_x=-(C_{12}/C_{11})(e_y+e_z)$. Substituting,
\begin{equation}
w=\frac{C_{11}}{2}(e_y^2+e_z^2)+C_{12}e_ye_z-\frac{C_{12}^2}{2C_{11}}(e_y+e_z)^2 .
\end{equation}
Each term is quadratic in strains proportional to $P_0^2-P^2$, so $w\propto(P_0^2-P^2)^2$. This is the form of the quartic $U$. In this model elasticity adds to $W$ and leaves the formula for $g$ intact, because that formula uses the actual $\sigma$ and $\delta$.

The meaning of $W$, $\alpha$ and $\beta$ does change: they belong to a crystal whose in-plane strain is held at its domain value while the normal strain is free to relax. The susceptibility of part (c) carries the same condition.

For a size, take $e_z=0.05$ and $e_y=-0.015$ at $P=0$, with assumed stiffnesses $C_{11}=135$ GPa and $C_{12}=58$ GPa. The three terms are $1.84$, $-0.44$ and $-0.15$ in units of $10^8$ J/m$^3$, and their sum is $1.25\times10^8$ J/m$^3$. This is as large as the whole inferred $W$ and would leave no barrier for the stress-free crystal, which cannot be right for a ferroelectric. These rough inputs are therefore not consistent enough to split $W$ into its two parts.

\section*{Part (g): thermal wandering}

\textbf{Question.} Suppose 0.40 nm is the intrinsic half-width, but the profile is averaged over a patch of $100\times100$ cells at 300 K. Estimate the error this causes in $g$, with $\sigma$ and $P_0$ held fixed.

\textbf{Answer.} A displacement $u(y,z)$ of small slope adds the area $\frac12|\nabla u|^2$ per unit area. Assume that the wall energy per area does not depend on orientation, which requires the same gradient coefficient along $y$ and $z$ as along $x$. On a square grid the energy is then $\frac{\sigma}{2}\sum(\Delta u)^2$ over neighbouring cells. Equipartition gives each Fourier mode $k_BT/2$, so with $N=100$ and periodic edges
\begin{equation}
\langle u^2\rangle=\frac{k_BT}{\sigma N^2}\sum_{\mathbf k\ne0}\frac{1}{4-2\cos k_y-2\cos k_z},
\end{equation}
where $k_y,k_z$ are phases per cell. The sum gives an rms displacement of 0.157 nm. This is an estimate, not a bound. Depolarizing fields of a bent wall and lattice pinning are left out, and both stiffen the wall; the label ``upper estimate'' in the output refers to these two effects only. Pinning is not a small correction. A cosine potential of period $a$ and height 3.8 mJ/m$^2$, the value of part (e), lowers the rms displacement to about 0.12 nm and makes it nearly independent of patch size, since 300 K lies below the roughening temperature, roughly $(2/\pi)\sigma a^2/k_B\approx900$ K. The least-squares excess in $g$ given below then drops from about 11\,\% to about 7\,\%. Other omissions act the opposite way. For $a=0.39$ nm the rms slope between neighbouring cells is $\sqrt{k_BT/(2\sigma a^2)}=0.32$, and the rms size of the full gradient, with both directions counted, is $\sqrt2$ times larger, 0.45. This is not small, and the true area grows more slowly with slope than the quadratic form used here. Periodic edges also leave out waves longer than the patch.

If each piece of wall shifts without changing its profile along $x$, averaging convolves the profile with the distribution of $u$, and variances add. The normalized slope $\operatorname{sech}^2(x/\delta)/(2\delta)$ has variance $\pi^2\delta^2/12$. The tanh profile with the same total variance has half-width
\begin{equation}
\delta'=\sqrt{\delta^2+\frac{12}{\pi^2}\langle u^2\rangle}=\sqrt{0.160+0.030}\ \mathrm{nm}=0.436\ \mathrm{nm}.
\end{equation}
Since $g\propto\delta$, this variance-matched width would make $g$ too large by about 9\,\%. The measure of width matters: a least-squares tanh fit to the blurred profile, with $u$ taken as Gaussian, gives 0.444 nm and an excess of about 11\,\%. Both figures leave out the tilt of the wall. A wall tilted uniformly with gradient $s$ is wider along $x$ by the factor $\sqrt{1+s^2}$, which is 1.10 for $s=0.45$. The neglected widening could therefore be as large as the one computed, and the result is an order of magnitude only.

\section*{Part (h): the real case}

\textbf{Question.} How far can the number be trusted for a real crystal?

\textbf{Answer.} The data lie in the rough range of $180^\circ$ walls in lead titanate, whose cell edge and spontaneous strain were used, as rough values, in parts (e) and (f); the stiffnesses in part (f) are illustrative. One strained assumption there is the continuum: the half-width is about one cell, and the chain of part (e), with the wall centred between planes, shows an error of about a fifth in $g$. That figure belongs to a chain with continuum half-width 0.40 nm; a chain whose fitted width is 0.40 nm has a continuum half-width of about 0.45 nm, and its error is about $-15$\,\%. Mixing sources also matters. If $\sigma$ and $\delta$ come from a zero-temperature calculation and $P_0$ from a warm crystal with 10\,\% less polarization, $g$ rises by the factor $1/0.9^2=1.23$. The value $7.0\times10^{-11}$ J m$^3$/C$^2$ is best used as an effective coefficient: together with $W$ from part (c), it reproduces the given wall in the quartic continuum model. As a microscopic stiffness it is uncertain by tens of per cent from the effects sized above, and for lead titanate possibly by a factor of two. A common room-temperature parameter set has the stress-free energy $a_1P^2+a_{11}P^4+a_{111}P^6$ with $a_1=-1.7\times10^{8}$, $a_{11}=-7.3\times10^{7}$, $a_{111}=2.6\times10^{8}$ in SI units, $q_\parallel=0.089$ and $q_\perp=-0.026$ m$^4$/C$^2$, $C_{11}=175$ GPa and $C_{12}=79$ GPa. It gives a barrier of about $2.4\times10^{8}$ J/m$^3$ under the conditions of part (f), twice the $W$ of part (c). With that local energy, $\sigma=0.132$ J/m$^2$ requires $g\approx3.5\times10^{-11}$ J m$^3$/C$^2$ and a half-width near 0.2 nm. The mismatch found in part (f) may thus lie in the width as well as in the rough elastic inputs. The numerical output below lists the main values.

\section*{Computed values}
\begin{verbatim}
wall energy sigma = 0.132 J/m^2
polarization P0 = 0.75 C/m^2
tanh half-width delta = 0.40 nm
gradient coefficient g = 7.040e-11 J m^3/C^2
g converted = 0.01128 eV nm^3/e^2
g range from input rounding, low = 6.83e-11 J m^3/C^2
g range from input rounding, high = 7.25e-11 J m^3/C^2
g if 0.40 nm were the full width 2 delta = 3.52e-11 J m^3/C^2
local barrier W = 1.2375e+08 J/m^3
alpha = -8.800e+08 J m/C^2
beta = 1.564e+09 J m^5/C^4
numerical wall: energy = 0.13200 J/m^2
numerical wall: half-width = 0.40000 nm
numerical wall: gradient share of energy = 0.50000
10-90 % rise width = 0.879 nm
trial tanh, half-width 0.2 nm: energy = 0.1650 J/m^2
trial tanh, half-width 0.8 nm: energy = 0.1650 J/m^2
best x/sqrt(x^2+w^2) trial: energy = 0.1347 J/m^2
susceptibility along P = 64.2 (units of eps0)
sextic parameter kappa = 0.6
sextic: shape integral I = 1.4089
sextic: g = 6.662e-11 J m^3/C^2
sextic: change of g = -5.4 %
lattice: cell edge (rough) = 0.39 nm
lattice: spacing/half-width = 0.975
lattice: leading energy shift = -3.17 %
lattice: relaxed energy shift, between sites = -5.25 %
lattice: relaxed energy shift, on site = -2.39 %
lattice: on-site minus between-sites energy = 3.773 mJ/m^2
lattice: fitted half-width = 0.3294 nm
lattice: error of g inferred from chain = -21.96 %
elastic: strain along P (rough) = 0.050
elastic: strain across P (rough) = -0.015
elastic: C11 (rough) = 135 GPa
elastic: C12 (rough) = 58 GPa
elastic: energy density at P = 0 = 1.25e+08 J/m^3
elastic: ratio to W = 1.01
thermal: temperature = 300 K
thermal: wall patch edge = 100 cells
thermal: rms wandering, upper estimate = 0.157 nm
thermal: half-width after blurring = 0.436 nm
thermal: resulting excess in g = 8.9 %
\end{verbatim}
